# Comment on the claim that ionization energy is a bulk constant: a program that tests the result

```python
"""
Result under test: the ionization energy of one crystal depends on its facet,
    I = D - (E_v - U_mean),
    D = -(e/(2 eps0 Omega)) Q_nn - (e/(eps0 A)) * (extra outward dipole per cell).
E_v: bulk valence edge; U_mean: mean electron potential energy in the bulk;
D: vacuum level minus U_mean; Omega: volume of a formula unit; A: surface cell
area; Q_nn: second moment, along the surface normal, of the charge of the
neutral unit that tiles the surface. Extra dipoles come from polarized ions,
adlayers and displaced planes.
Model: fluorite crystal of polarizable ions with Gaussian charge clouds, and
one valence orbital per anion. Units: nm, eV, V, elementary charges.
"""
import numpy as np
from scipy import constants as sc
from scipy.special import erf, erfc
from scipy.integrate import quad, cumulative_trapezoid

C = sc.e / sc.epsilon_0 * 1e9            # e/eps0 in V nm
a = 0.546                                # cubic lattice constant
omega = a**3 / 4
unit_charge = np.array([2.0, -1.0, -1.0])       # cation, anion, anion
unit_width = np.array([0.04, 0.05, 0.05])       # Gaussian standard deviations
unit_alpha = np.array([0.0005, 0.0010, 0.0010])  # polarizability volumes, nm^3
anion_level = -1.0                       # effective level of the anion, eV
hopping = 0.2                            # between nearest anions, eV
n_layers = 40


def make_slab(face):
    """Positions (normal along z), surface lattice, layer spacing, unit heights."""
    if face == "111":
        normal, a2, stack = [1, 1, 1], [0, .5, -.5], [.5, .5, 0]
        anions = [[.25, .25, -.25], [-.25, -.25, .25]]
    else:
        normal, a2, stack = [1, 1, 0], [0, 0, 1], [.5, 0, .5]
        anions = [[.25, -.25, .25], [.25, -.25, -.25]]
    a1 = np.array([.5, -.5, 0])
    n = np.array(normal) / np.linalg.norm(normal)
    u = a1 / np.linalg.norm(a1)
    frame = np.array([u, np.cross(n, u), n])
    unit = a * np.array([[0, 0, 0]] + anions) @ frame.T
    step = a * np.array(stack) @ frame.T
    layers = np.arange(n_layers) - (n_layers - 1) / 2
    pos = (layers[:, None, None] * step + unit).reshape(-1, 3)
    plane = (a * np.array([a1, a2]) @ frame.T)[:, :2]
    return pos, plane, step[2], unit[:, 2]


def surface_cell(plane):
    """Area, reciprocal vectors and their lengths for a surface lattice."""
    b = 2 * np.pi * np.linalg.inv(plane).T
    m = np.arange(-14, 15)
    G = np.array([[i, j] for i in m for j in m]) @ b
    g = np.linalg.norm(G, axis=1)
    keep = (g > 1e-9) & (g < 5.5 / 0.04)
    return abs(np.linalg.det(plane)), G[keep], g[keep]


def lattice_sums(dr, width, cell):
    """Potential, gradient, Hessian of a 2D lattice of Gaussian unit charges."""
    area, G, g = cell
    z = dr[:, 2]
    gauss = np.exp(-z**2 / (2 * width**2))
    phi = -C / (2 * area) * (z * erf(z / (np.sqrt(2) * width))
                             + width * np.sqrt(2 / np.pi) * gauss)
    grad = np.zeros((len(z), 3))
    hess = np.zeros((len(z), 3, 3))
    grad[:, 2] = -C / (2 * area) * erf(z / (np.sqrt(2) * width))
    hess[:, 2, 2] = -C / area * gauss / (np.sqrt(2 * np.pi) * width)
    near = np.where(np.abs(z) < 1.5)[0]  # farther terms decay as exp(-g|z|)
    if len(near) == 0:
        return phi, grad, hess
    zn, s = z[near, None], width[near, None]
    up = np.exp(g * zn) * erfc(g * s / np.sqrt(2) + zn / (np.sqrt(2) * s))
    down = np.exp(-g * zn) * erfc(g * s / np.sqrt(2) - zn / (np.sqrt(2) * s))
    pref = C / (4 * area * g)
    F = pref * (up + down)
    F1 = pref * g * (up - down)
    F2 = g**2 * F - pref * 4 * g / (np.sqrt(2 * np.pi) * s) * np.exp(
        -g**2 * s**2 / 2 - zn**2 / (2 * s**2))
    phase = dr[near, :2] @ G.T
    co, si = np.cos(phase), np.sin(phase)
    phi[near] += (F * co).sum(1)
    grad[near, :2] -= (F * si) @ G
    grad[near, 2] += (F1 * co).sum(1)
    hess[near, 2, 2] += (F2 * co).sum(1)
    mixed = -(F1 * si) @ G
    for i in range(2):
        hess[near, i, 2] += mixed[:, i]
        hess[near, 2, i] += mixed[:, i]
        for j in range(2):
            hess[near, i, j] -= (F * co) @ (G[:, i] * G[:, j])
    return phi, grad, hess


# Poisson's equation and finite differences check the lattice sums.
test_cell = surface_cell(make_slab("110")[1])
point, w0 = np.array([[0.03, 0.02, 0.04]]), np.array([0.05])
_, gr, he = lattice_sums(point, w0, test_cell)
cloud = np.exp(-np.sum(point**2) / (2 * 0.05**2)) / ((2 * np.pi)**1.5 * 0.05**3)
assert abs(np.trace(he[0]) + C * cloud) < 1e-3 * C * cloud
for axis in range(3):
    d = np.zeros((1, 3))
    d[0, axis] = 1e-4
    plus, minus = (lattice_sums(point + k * d, w0, test_cell) for k in (1, -1))
    assert abs((plus[0][0] - minus[0][0]) / 2e-4 - gr[0, axis]) < 0.01
    assert np.allclose((plus[1][0] - minus[1][0]) / 2e-4, he[0, axis], atol=0.5)


def bulk_anion_potential():
    """Potential at an anion centre in the infinite bulk, cell average zero."""
    m = np.arange(-14, 15)
    h = np.array(np.meshgrid(m, m, m)).reshape(3, -1).T
    parity = h % 2
    h = h[(parity[:, 0] == parity[:, 1]) & (parity[:, 1] == parity[:, 2])]
    G = 2 * np.pi / a * h
    g2 = (G**2).sum(1)
    keep = (g2 > 1e-9) & (g2 < (6 / 0.04)**2)
    G, g2 = G[keep], g2[keep]
    sites = a * np.array([[0, 0, 0], [.25, .25, .25], [-.25, -.25, -.25]])
    total = 0.0
    for q, w, r in zip(unit_charge, unit_width, sites):
        total += q * np.sum(np.exp(-g2 * w**2 / 2) * np.cos(G @ (sites[1] - r)) / g2)
    return C / omega * total


phi_bulk = bulk_anion_potential()
self_potential = -C / (4 * np.pi) * np.sqrt(2 / np.pi) / unit_width[1]
edge_to_mean = anion_level - (phi_bulk - self_potential) + 6 * hopping
x = 4 * np.pi * unit_alpha.sum() / (3 * omega)
eps_optical = (1 + 2 * x) / (1 - x)      # Clausius-Mossotti


def planar_step(pos, q, width, area, spacing):
    """Mean inner potential by direct integration of the planar charge."""
    per_layer = 300
    n = (n_layers + 8) * per_layer
    z = (np.arange(n + 1) / per_layer - (n_layers + 8) / 2) * spacing
    rho = np.zeros_like(z)
    for zi, qi, wi in zip(pos[:, 2], q, width):
        rho += qi / area * np.exp(-(z - zi)**2 / (2 * wi**2)) / (np.sqrt(2 * np.pi) * wi)
    field = C * cumulative_trapezoid(rho, z, initial=0)
    phi = -cumulative_trapezoid(field, z, initial=0)
    return phi[n // 2:n // 2 + per_layer].mean()


def facet(face, adlayer_charge=0.0, inward=0.0):
    pos, plane, spacing, heights = make_slab(face)
    cell = surface_cell(plane)
    area = cell[0]
    q, width, alpha = (np.tile(v, n_layers) for v in
                       (unit_charge, unit_width, unit_alpha))
    ideal = -C / (2 * omega) * np.sum(unit_charge * (heights**2 + unit_width**2))
    integrated = planar_step(pos, q, width, area, spacing)
    assert abs(integrated - ideal) < 3e-3    # grid error of the double integral
    added_dipole = 0.0
    if inward:                           # outer anion planes move into the slab
        pos[np.argmax(pos[:, 2]), 2] -= inward
        pos[np.argmin(pos[:, 2]), 2] += inward
        added_dipole += inward           # negative charge moved inward
    extra_pos, extra_q = np.zeros((0, 3)), np.zeros(0)
    if adlayer_charge:                   # positive end outward, on both faces
        top = pos[np.argmax(pos[:, 2])]
        pair = top + np.array([[0, 0, 0.20], [0, 0, 0.22]])
        extra_pos = np.vstack([pair, -pair])
        extra_q = adlayer_charge * np.array([-1.0, 1.0, -1.0, 1.0])
        added_dipole += adlayer_charge * 0.02
    n = len(pos)
    source_pos = np.vstack([pos, extra_pos])
    source_q = np.concatenate([q, extra_q])
    source_w = np.concatenate([width, np.full(len(extra_q), 0.04)])
    phi, E = np.zeros(n), np.zeros((n, 3))
    T = np.zeros((n, 3, n, 3))
    for i in range(n):
        p0, g1, h2 = lattice_sums(pos[i] - source_pos, source_w, cell)
        phi[i] = source_q @ p0
        E[i] = -source_q @ g1
        h2[i] += np.eye(3) * C / (3 * (2 * np.pi)**1.5 * width[i]**3)  # no self-field
        T[i] = h2[:n].transpose(1, 0, 2)
    response = np.repeat(4 * np.pi * alpha / C, 3)
    matrix = np.eye(3 * n) - response[:, None] * T.reshape(3 * n, 3 * n)
    uniform = np.tile([0.0, 0.0, 1.0], n)
    solution = np.linalg.solve(matrix, np.column_stack(
        [response * E.ravel(), response * uniform]))
    dipole = solution[:, 0].reshape(n, 3)
    middle = solution[:, 1].reshape(n_layers, 3, 3)[n_layers // 2, :, 2].sum()
    eps_slab = 1 / (1 - C * middle / omega)
    assert abs(eps_slab - eps_optical) < 0.01
    # Potential of the induced dipoles, each as a close pair of charges.
    big = 5.0
    pair_pos = np.vstack([pos + dipole / (2 * big), pos - dipole / (2 * big)])
    pair_q = np.concatenate([np.full(n, big), np.full(n, -big)])
    pair_w = np.concatenate([width, width])
    anion = np.where(q < 0)[0]
    for i in anion:
        phi[i] += pair_q @ lattice_sums(pos[i] - pair_pos, pair_w, cell)[0]
    induced_dipole = dipole[pos[:, 2] > 0, 2].sum()
    induced = -C / area * induced_dipole
    added = -C / area * added_dipole
    step = ideal + added + induced
    centre = anion[np.argmin(np.abs(pos[anion, 2]))]
    assert abs(phi[centre] - (phi_bulk + step)) < 3e-3
    # Valence states of the slab at zero surface wave vector, vacuum at zero.
    r = pos[anion]
    diff = r[:, None, :] - r[None, :, :]
    frac = diff[:, :, :2] @ np.linalg.inv(plane)
    frac -= np.round(frac)
    H = np.diag(anion_level - (phi[anion] - self_potential))
    for i in (-1, 0, 1):
        for j in (-1, 0, 1):
            flat = (frac + np.array([i, j])) @ plane
            dist = np.sqrt((flat**2).sum(2) + diff[:, :, 2]**2)
            H = H + hopping * (np.abs(dist - a / 2) < 0.02)
    assert np.allclose(H, H.T, atol=1e-9)
    energy, state = np.linalg.eigh(H)
    inner = np.abs(r[:, 2]) < 0.5 * np.abs(r[:, 2]).max()
    weight = (state[inner]**2).sum(0)
    edge = energy[weight > 0.4].max()
    confinement = hopping * (np.pi * a / (2 * n_layers * spacing))**2
    ionization = step - edge_to_mean
    # A finite slab shifts its band edge by about the confinement energy.
    assert abs(-edge - ionization) < 2 * confinement + 0.003
    return dict(area=area, ideal=ideal, integrated=integrated, added=added,
                induced=induced, induced_dipole=induced_dipole, step=step,
                I=ionization, I_slab=-edge, eps=eps_slab,
                surface=energy.max() - edge, confinement=confinement)


f110 = facet("110")
f111 = facet("111")
fad = facet("111", adlayer_charge=0.2)
relax = 0.002
frelax = facet("111", inward=relax)
spread = f111["I"] - f110["I"]
ideal_spread = f111["ideal"] - f110["ideal"]
plane_distance = a / (4 * np.sqrt(3))
assert abs(ideal_spread - C * plane_distance**2 / omega) < 1e-9
assert abs(spread) > 0.3 and abs(fad["I"] - f111["I"]) > 0.1

# Grain with flat bands inside: a sphere with two unlike hemispheres.
R = 50.0


def pole_potential(r):
    return spread / 2 * (1 - (r**2 - R**2) / (r * np.sqrt(r**2 + R**2)))


for r in (60.0, 100.0, 500.0):
    def poisson_kernel(mu):
        return (r**2 + R**2 - 2 * r * R * mu)**-1.5
    direct = spread / 2 * R * (r**2 - R**2) / 2 * (
        quad(poisson_kernel, 0, 1)[0] - quad(poisson_kernel, -1, 0)[0])
    assert abs(direct - pole_potential(r)) < 1e-6
fringe = abs(pole_potential(R + 1e-3) - pole_potential(R)) / 1e-3   # V/nm

print(f"lattice constant = {a:.3f} nm; formula-unit volume = {omega:.5f} nm^3")
print(f"e/eps0 = {C:.4f} V nm")
print(f"ion charges: cation {unit_charge[0]:+.0f}, anion {unit_charge[1]:+.0f} e")
print(f"cloud widths: cation {unit_width[0]:.3f}, anion {unit_width[1]:.3f} nm")
print(f"polarizability volumes: cation {unit_alpha[0]:.4f}, anion {unit_alpha[1]:.4f} nm^3")
print(f"anion level = {anion_level:.2f} eV; hopping = {hopping:.2f} eV")
print(f"optical permittivity, Clausius-Mossotti = {eps_optical:.4f}")
print(f"optical permittivity, slabs (110), (111) = {f110['eps']:.4f}, {f111['eps']:.4f}")
print(f"bulk potential at anion from other ions, zero-mean reference = "
      f"{phi_bulk - self_potential:.4f} V")
print(f"bulk term E_v - U_mean = {edge_to_mean:.4f} eV")
print(f"(111) anion-cation plane distance = {plane_distance:.5f} nm")
print(f"ideal step difference (111)-(110) = {ideal_spread:.4f} eV")
for name, f in (("(110)", f110), ("(111)", f111), ("(111)+adlayer", fad)):
    print(f"{name}: surface cell area = {f['area']:.5f} nm^2")
    print(f"{name}: ideal step, formula = {f['ideal']:.4f} eV; "
          f"integrated = {f['integrated']:.4f} eV")
    print(f"{name}: induced outward dipole = {f['induced_dipole']:.5f} e nm per cell")
    print(f"{name}: induced part = {f['induced']:.4f} eV; adlayer part = {f['added']:.4f} eV")
    print(f"{name}: total step D = {f['step']:.4f} eV")
    print(f"{name}: I, formula = {f['I']:.3f} eV; slab = {f['I_slab']:.3f} eV")
    print(f"{name}: highest slab state above bulk-like edge = {f['surface']:.3f} eV")
print(f"slab confinement scale (110), (111) = {f110['confinement']:.4f}, "
      f"{f111['confinement']:.4f} eV")
print(f"adlayer bare dipole = {0.2 * 0.02:.4f} e nm per cell")
print(f"I(111) - I(110) = {spread:.3f} eV = {spread * sc.e * 1e19:.3f} x 1e-19 J")
print(f"I change caused by adlayer, with response = {fad['I'] - f111['I']:.3f} eV")
print(f"neglected: outer anion plane {relax:.3f} nm inward changes I(111) by "
      f"{frelax['I'] - f111['I']:.3f} eV")
print(f"neglected: 5 % smaller ionic charges change the facet difference by "
      f"{-0.05 * spread:.3f} eV")
print(f"neglected: expansion 2e-5 per K over 200 K changes the ideal difference by "
      f"{ideal_spread * (1 / (1 + 2e-5 * 200) - 1):.4f} eV")
print(f"grain radius = {R:.0f} nm")
print(f"local vacuum difference 1 nm above opposite poles = "
      f"{2 * abs(pole_potential(R + 1)):.3f} eV")
print(f"same difference 1000 nm from the centre = {2 * abs(pole_potential(1000.0)):.4f} eV")
print(f"fringing field at a pole = {fringe * 10:.3f} MV/cm")
print(f"charge sustaining that field = {fringe / C * 1e14:.2e} e/cm^2")
print("every check passed")
```

Running it gives:

```
lattice constant = 0.546 nm; formula-unit volume = 0.04069 nm^3
e/eps0 = 18.0951 V nm
ion charges: cation +2, anion -1 e
cloud widths: cation 0.040, anion 0.050 nm
polarizability volumes: cation 0.0005, anion 0.0010 nm^3
anion level = -1.00 eV; hopping = 0.20 eV
optical permittivity, Clausius-Mossotti = 2.0395
optical permittivity, slabs (110), (111) = 2.0395, 2.0395
bulk potential at anion from other ions, zero-mean reference = 10.3355 V
bulk term E_v - U_mean = -10.1355 eV
(111) anion-cation plane distance = 0.07881 nm
ideal step difference (111)-(110) = 2.7618 eV
(110): surface cell area = 0.21080 nm^2
(110): ideal step, formula = 0.4002 eV; integrated = 0.4002 eV
(110): induced outward dipole = 0.00434 e nm per cell
(110): induced part = -0.3729 eV; adlayer part = -0.0000 eV
(110): total step D = 0.0273 eV
(110): I, formula = 10.163 eV; slab = 10.166 eV
(110): highest slab state above bulk-like edge = 0.035 eV
(111): surface cell area = 0.12909 nm^2
(111): ideal step, formula = 3.1620 eV; integrated = 3.1620 eV
(111): induced outward dipole = 0.00857 e nm per cell
(111): induced part = -1.2017 eV; adlayer part = -0.0000 eV
(111): total step D = 1.9603 eV
(111): I, formula = 12.096 eV; slab = 12.097 eV
(111): highest slab state above bulk-like edge = 0.011 eV
(111)+adlayer: surface cell area = 0.12909 nm^2
(111)+adlayer: ideal step, formula = 3.1620 eV; integrated = 3.1620 eV
(111)+adlayer: induced outward dipole = 0.00890 e nm per cell
(111)+adlayer: induced part = -1.2472 eV; adlayer part = -0.5607 eV
(111)+adlayer: total step D = 1.3541 eV
(111)+adlayer: I, formula = 11.490 eV; slab = 11.491 eV
(111)+adlayer: highest slab state above bulk-like edge = 0.015 eV
slab confinement scale (110), (111) = 0.0025, 0.0009 eV
adlayer bare dipole = 0.0040 e nm per cell
I(111) - I(110) = 1.933 eV = 3.097 x 1e-19 J
I change caused by adlayer, with response = -0.606 eV
neglected: outer anion plane 0.002 nm inward changes I(111) by -0.143 eV
neglected: 5 % smaller ionic charges change the facet difference by -0.097 eV
neglected: expansion 2e-5 per K over 200 K changes the ideal difference by -0.0110 eV
grain radius = 50 nm
local vacuum difference 1 nm above opposite poles = 1.879 eV
same difference 1000 nm from the centre = 0.0072 eV
fringing field at a pole = 0.273 MV/cm
charge sustaining that field = 1.51e+11 e/cm^2
every check passed
```
